# Mott's estimate of the resistivity jump when a metal melts

## The form of the answer

A simple metal at its melting temperature $T_m$ can be solid or liquid. Let $\rho_S$ and $\rho_L$ be the resistivities of the two phases, and $L$ the latent heat per mole. Suppose that the ratio $\rho_L/\rho_S$ is governed by thermal quantities alone: $L$, $T_m$ and the gas constant $R$. The ratio has no dimension, and these three quantities form one independent dimensionless combination, so

$$
\frac{\rho_L}{\rho_S}=F(\sigma),\qquad \sigma=\frac{L}{RT_m}.
$$

The number $\sigma$ is the entropy of fusion per mole in units of $R$.

A second argument fixes the function. Suppose that melting acts on the resistivity by loosening the atomic vibrations, and imagine the loosening done in two stages at the same temperature. The entropies gained add, $\sigma=\sigma_1+\sigma_2$, while the resistivity ratios multiply. If each ratio depends only on the entropy gained in its stage, then

$$
F(\sigma_1+\sigma_2)=F(\sigma_1)F(\sigma_2).
$$

The continuous positive solutions are exponentials, $F(\sigma)=e^{c\sigma}$, with $c$ a pure number.

The value of $c$ follows from counting. An atom has three directions of vibration. If every frequency falls by a factor $\lambda$, each classical oscillator has $\lambda$ times as many accessible states, so the entropy per mole rises by $3R\ln\lambda$ and $\lambda=e^{\sigma/3}$. The mean square displacement of a spring at fixed temperature varies as the inverse stiffness, hence as $\lambda^2$. If the resistivity follows it, $c=2/3$:

$$
\frac{\rho_L}{\rho_S}=\exp\!\left(\frac{2L}{3RT_m}\right).
$$

This is Mott's estimate. It is a consequence of a model and not an identity, because it reads the whole entropy of fusion as vibrational softening. The derivation below shows where each assumption enters and, for some of them, which way a failure moves the result.

## From latent heat to frequencies

At the melting point the two phases have equal molar Gibbs energies $G=H-TS$, where $H$ is the enthalpy and $S$ the entropy. Setting $H_L-T_mS_L=H_S-T_mS_S$ and collecting terms gives

$$
L=H_L-H_S=T_m(S_L-S_S),\qquad \Delta S=\frac{L}{T_m}.
$$

This step is thermodynamics and needs no model of the liquid.

The model enters now: in both phases each atom is treated as three harmonic oscillators. For one oscillator of angular frequency $\omega$, define $x=\hbar\omega/(k_BT)$. Its partition function is a geometric series,

$$
Z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)}.
$$

The free energy is $-k_BT\ln Z$, and the entropy $s$ is minus its temperature derivative:

$$
\frac{s}{k_B}=\ln Z+T\frac{\partial\ln Z}{\partial T}.
$$

Since $\partial x/\partial T=-x/T$ and $d\ln Z/dx=-\tfrac12\coth(x/2)$, the two minus signs cancel in the second term:

$$
\frac{s}{k_B}=-\ln\!\left(2\sinh\frac x2\right)+\frac x2\coth\frac x2.
$$

For small $x$ the expansions are

$$
\ln\!\left(2\sinh\frac x2\right)=\ln x+\frac{x^2}{24}+\dots,\qquad
\frac x2\coth\frac x2=1+\frac{x^2}{12}+\dots,
$$

and therefore

$$
\frac{s}{k_B}=1-\ln x+\frac{x^2}{24}+\dots
$$

The classical regime is $x\ll1$, where the last term is dropped. Even at $x=0.5$ the direct sum over levels exceeds the classical entropy by only $0.0104\,k_B$, in agreement with $0.25/24$.

Let all frequencies change from $\omega_S$ in the solid to $\omega_L$ in the liquid by one common factor. At equal temperature the constant 1 cancels, and

$$
s_L-s_S=k_B\left(-\ln x_L+\ln x_S\right)=k_B\ln\frac{\omega_S}{\omega_L}.
$$

A mole contains $3N_A$ oscillators, with $N_A$ Avogadro's number and $N_Ak_B=R$. If the entropy of fusion is entirely of this kind,

$$
\Delta S=3R\ln\frac{\omega_S}{\omega_L},\qquad
\frac{\omega_S}{\omega_L}=\exp\!\left(\frac{L}{3RT_m}\right).
$$

The frequencies are those of each phase at its own volume, so softening caused by expansion is included.

## From frequencies to displacements

Let $u^2$ denote the mean square displacement of an atom of mass $M$ along one axis. In a harmonic oscillator the mean potential energy is half the mean total energy. The latter is $\hbar\omega\langle n+\tfrac12\rangle=\tfrac12\hbar\omega\coth(x/2)$, so

$$
\frac12M\omega^2u^2=\frac14\hbar\omega\coth\frac x2.
$$

Solving for $u^2$ and writing $\hbar\omega=xk_BT$,

$$
u^2=\frac{k_BT}{M\omega^2}\,\frac x2\coth\frac x2
=\frac{k_BT}{M\omega^2}\left(1+\frac{x^2}{12}+\dots\right).
$$

At the common temperature $T_m$ and with the same mass, the classical ratio is

$$
g\equiv\frac{u_L^2}{u_S^2}=\left(\frac{\omega_S}{\omega_L}\right)^2.
$$

The quantum corrections disturb the link between entropy and displacement less than they disturb either quantity. With $\lambda=\omega_S/\omega_L$, the expansions give

$$
e^{2(s_L-s_S)/k_B}=\lambda^2\exp\!\left(\frac{x_L^2-x_S^2}{12}\right),\qquad
\frac{u_L^2}{u_S^2}=\lambda^2\,\frac{1+x_L^2/12}{1+x_S^2/12}.
$$

To order $x^2$ both equal $\lambda^2[1+(x_L^2-x_S^2)/12]$. Level sums for an oscillator with $x_S=0.1$, softened by a factor 1.3, show this: the displacement ratio and the value inferred from the entropy are both 1.6894, slightly below the classical $1.3^2=1.69$.

## From displacements to resistivity

Let the conduction electrons have density $n$, effective mass $m$ and relaxation time $\tau$. In a field $E$ an electron of charge $-e$ acquires the drift velocity $-eE\tau/m$. The current density is $-ne$ times this velocity, $ne^2\tau E/m$, so

$$
\rho=\frac{m}{ne^2\tau}.
$$

If $n$ and $m$ do not change on melting, $\rho_L/\rho_S=\tau_S/\tau_L$. Scattering by impurities is left out.

To find $1/\tau$, place atom $j$ at $R_j+u_j$, where $R_j$ is its mean position and $u_j$ its displacement along the momentum transfer $q$. When $k_BT\gg\hbar\omega$ the energy exchanged with a vibration is small compared with the thermal width of the electron distribution, and the displacements may be treated as static. In the lowest order of scattering theory, the amplitude is the one-atom amplitude $v_q$ times

$$
A=\sum_j e^{-iq(R_j+u_j)}.
$$

The average of $A$ describes the mean lattice. In a crystal it forms the Bloch states and causes no resistance; the fluctuation about it does. For independent Gaussian displacements $\langle e^{-iqu_j}\rangle=e^{-q^2u^2/2}$. In $\langle|A|^2\rangle-|\langle A\rangle|^2$ the terms with two different atoms cancel, because their averages factorize. Each of the $N$ diagonal terms leaves $1-(e^{-q^2u^2/2})^2$, hence

$$
\frac{\langle|A|^2\rangle-|\langle A\rangle|^2}{N}=1-e^{-q^2u^2}\approx q^2u^2
\quad(q^2u^2\ll1).
$$

Random sampling of displaced atoms at $q^2u^2=0.2535$ gives 0.2254, against 0.2239 from the full expression. The linear form would give 0.2535, about 13% above the full expression, which shows how early the curvature matters.

An electron deflected by an angle $\theta$ on a spherical Fermi surface of radius $k_F$ loses the fraction $1-\cos\theta$ of its forward momentum. The momentum transfer obeys $q^2=2k_F^2(1-\cos\theta)$, or $q=2k_F\sin(\theta/2)$. Weighting each deflection by its solid angle and its momentum loss,

$$
\frac1\tau\propto\int_0^\pi\sin\theta\,(1-\cos\theta)\,|v_q|^2\left(1-e^{-q^2u^2}\right)d\theta.
$$

For small displacements the bracket is $q^2u^2$. The factor $u^2$ leaves the integral, and what remains depends on the potential and on $k_F$ but not on the vibrations. If these are the same in both phases, the remaining integral cancels in the ratio:

$$
\frac{\rho_L}{\rho_S}=\frac{u_L^2}{u_S^2}
=\left(\frac{\omega_S}{\omega_L}\right)^2
=\exp\!\left(\frac{2L}{3RT_m}\right).
$$

The 2 comes from $u^2\propto\omega^{-2}$ and the 3 from the three directions of vibration. The same chain makes the resistivity of the solid proportional to $T$ when its frequencies are fixed and the displacements are small, since $u^2\propto T$. Within the model, the jump at $T_m$ multiplies the coefficient of that law by $(\omega_S/\omega_L)^2$. Real liquid metals do not follow this prediction: in copper the slope $d\rho/dT$ is about the same just above and just below $T_m$ although $\rho$ doubles, and in liquid copper and aluminium $\rho$ rises distinctly more slowly than in proportion to $T$.

For the liquid one assumption is much stronger than for the solid. A liquid has no permanent sites $R_j$, and even its momentary mean positions are disordered. The subtracted term is $|\langle A\rangle|^2=e^{-q^2u^2}\left|\sum_j e^{-iqR_j}\right|^2$, which is never negative. In a crystal it is confined to reciprocal lattice vectors; for disordered $R_j$ it spreads over all $q$ and adds to the diffuse scattering. That contribution need not be small, but it is ignored here: the liquid is treated as a softer solid.

## Three ways in which the estimate shifts

**Large displacements.** The function $1-e^{-q^2u^2}$ bends downward as $u^2$ grows. Multiplying $u^2$ by $g>1$ therefore multiplies the scattering by less than $g$ at every nonzero $q$. Within this scattering model, with an unchanged potential, the linear law overestimates the jump.

The size of the effect can be found for a constant $v_q$. Let $w=(2k_F)^2u_S^2$ and $y=\sin(\theta/2)$. Then $1-\cos\theta=2y^2$ and $\sin\theta\,d\theta=4y\,dy$, so the solid's rate is proportional to

$$
J(w)=8\int_0^1y^3\left(1-e^{-wy^2}\right)dy.
$$

Expanding the exponential to second order and integrating $y^5$ and $y^7$,

$$
J(w)=8\left(\frac w6-\frac{w^2}{16}+\dots\right)=\frac{4w}{3}\left(1-\frac{3w}{8}+\dots\right).
$$

The liquid has $gw$ in place of $w$. To first order in $w$ the ratio is

$$
\frac{J(gw)}{J(w)}=g\,\frac{1-3gw/8}{1-3w/8}\approx g\left[1-\frac{3w(g-1)}{8}\right].
$$

In the opposite limit, $w\to\infty$, the exponential disappears, $J\to2$ in both phases, and the ratio tends to 1: vibrations that already scatter fully cannot scatter more.

**Uneven softening.** Suppose that mode $i$ softens by its own factor $r_i=(\omega_{S,i}/\omega_{L,i})^2$. The entropy adds logarithms, so Mott's expression returns the geometric mean of the $r_i$. The displacement ratio is instead

$$
\frac{\sum_i\omega_{L,i}^{-2}}{\sum_i\omega_{S,i}^{-2}}
=\frac{\sum_i r_i\,\omega_{S,i}^{-2}}{\sum_i\omega_{S,i}^{-2}},
$$

an arithmetic mean weighted toward modes that were already soft. The two agree when all $r_i$ are equal.

A ring of atoms shows the difference. Each atom moves along one line, held by a spring to its site and by springs to its neighbours, all equally stiff in the solid. With one mode per atom, the entropy estimate is $e^{2\Delta s/k_B}$, where $\Delta s$ is the entropy gained per mode.

- With all springs halved, the estimate is 1.999 and the classical displacement ratio 2.000. The small gap is the quantum term in the entropy, which is taken from level sums: the mean of $x^2$ falls from 0.0075 to 0.00375, a factor $e^{-0.00375/12}\approx0.9997$.
- With the neighbour springs halved, the estimate is 1.403 and the ratio 1.291.
- With the on-site springs halved, the estimate is 1.309 and the ratio 1.491.

In the second case the long waves, which hardly stretch the neighbour springs, soften least but carry most weight. In the third they soften most. The entropy estimate of the displacement ratio can thus err in either direction. The sign does not carry over directly to the resistivity. Atoms joined by springs move together, and scattering with momentum transfer $q$ then probes the waves that match $q$, not the mean square displacement of a single atom. The resistivity estimate may therefore err in the opposite direction. If all modes soften by one factor and the displacements are small, this difficulty does not arise.

**Configurational entropy.** A liquid also gains entropy because its atoms can exchange places and adopt many arrangements. If a part $S_c$ of $\Delta S$ is of this kind, only the remainder softens the vibrations:

$$
\frac{\rho_L}{\rho_S}=\exp\!\left[\frac{2(\Delta S-S_c)}{3R}\right]
=\exp\!\left(\frac{2L}{3RT_m}\right)\exp\!\left(-\frac{2S_c}{3R}\right).
$$

A trial size comes from an ideal gas. Confine $N$ atoms to private cells of volume $V/N$, then let them share the whole volume $V$. The number of configurations rises from a measure $(V/N)^N$ to $V^N/N!$, a factor $N^N/N!$. Stirling's formula, $\ln N!\approx N\ln N-N$, gives an entropy of $k_B$ per atom, or $R$ per mole. This communal entropy would multiply the predicted ratio by $e^{-2/3}\approx0.51$. Dense liquids are not ideal gases, so the value serves as a measure of sensitivity and not as an estimate of $S_c$.

Separately, a change of electron density would multiply the ratio by $n_S/n_L$ even at fixed $\tau$. Since $L>0$, Mott's expression always exceeds 1. It cannot describe a material whose resistivity falls on melting, for instance because carriers are released.

## Comparison with sodium, copper and aluminium

The Debye temperatures of these metals are roughly a quarter to a half of $T_m$, so the classical regime holds reasonably well. The electronic assumptions fit sodium best: copper is a noble metal with $d$ bands near the Fermi level, and the Fermi surfaces of solid copper and aluminium meet zone boundaries, so a spherical surface with unchanged $n$, $m$ and $v_q$ is a rough description for them. The inputs are rough measured values, rounded to two figures:

| Metal | $L$ (kJ/mol) | $T_m$ (K) | Measured $\rho_L/\rho_S$ |
|---|---:|---:|---:|
| Sodium | 2.6 | 370 | 1.5 |
| Copper | 13 | 1400 | 2.0 |
| Aluminium | 11 | 930 | 2.2 |

For sodium the entropy of fusion is

$$
\Delta S=\frac{2600}{370}\ \mathrm{J/(mol\,K)}=7.03\ \mathrm{J/(mol\,K)}=0.845\,R.
$$

The exponent is two thirds of 0.845, or 0.563. The frequencies must fall by a factor $e^{0.563/2}=1.325$, and the predicted resistivity ratio is $e^{0.563}=1.76$.

For copper, $13000/1400=9.29$ J/(mol K), or $1.117\,R$. The exponent is 0.745, the frequency factor 1.451 and the predicted ratio 2.11. For aluminium, $11000/930=11.83$ J/(mol K), or $1.423\,R$; the corresponding numbers are 0.948, 1.607 and 2.58.

Rounding limits what can be concluded. Half a unit in the last figure of $L$ and $T_m$ gives these ranges, with the measured ratio treated in the same way:

| Metal | Predicted range | Measured range |
|---|---:|---:|
| Sodium | 1.73–1.79 | 1.45–1.55 |
| Copper | 2.00–2.23 | 1.95–2.05 |
| Aluminium | 2.46–2.71 | 2.15–2.25 |

For copper the ranges overlap, so these inputs show no disagreement. For sodium and aluminium they do not: the central predictions are too high by 17% of the measured ratio, more than rounding can explain. With these rounded inputs, the central predictions lie within 20% of the measured ratios and place the three metals in the observed order. Both the 20% bound and the overlap for copper depend on the rounding, and published ratios scatter by more than half a unit of the last figure. A sodium ratio of 1.45 or lower puts the excess above 20%, and for copper $T_m=1358$ K with $L=13.05$–$13.26$ kJ/mol predicts 2.16–2.19, some 4–7% above measured ratios of 2.04–2.07. Three metals are too few to establish a general accuracy, and other metals fare worse: the estimate is about 45% too high for tin and about 40% too low for mercury.

The discrepancy looks larger if one asks about the increase instead of the ratio. For sodium the predicted increase is 76% of the solid's resistivity, while the rough measured one is 50%.

One can also ask what fraction of the entropy would have to be vibrational for the model to return the measured ratio. Taking logarithms,

$$
f=\frac{\ln(\rho_L/\rho_S)_{\mathrm{measured}}}{2L/(3RT_m)}.
$$

For sodium $f=0.405/0.563=0.72$; for copper it is 0.93 and for aluminium 0.83. These fractions are inferences within the model. Errors in the other assumptions would change them, so they are not measurements of the vibrational entropy.

Saturation offers another possible reason for the excess. With the round value $w=0.2$ for all three solids and a constant potential, the angular integral lowers the predictions to 1.66 for sodium, 1.95 for copper and 2.31 for aluminium. The first-order formula gives nearly the same for sodium: $1.76\,(1-0.075\times0.76)=1.66$. The shift is in the needed direction for sodium and aluminium. The value $w=0.2$ is only a round one: a Debye estimate of $u_S^2$ with the free-electron $k_F$ gives about 0.2 for copper but 0.3 to 0.4 for sodium and aluminium, which lowers their ratios further, to about 1.6 and 2.1. Then $gw$ is near 1 in liquid aluminium, so the small-displacement condition behind the linear law is not well met. Moreover, a real $v_q$ is not constant, and the formula assumes that neighbouring atoms move independently, which they do not in a real metal. The calculation therefore does not identify the cause.

The trial configurational entropy has a far stronger effect. Assigning a full $R$ to it gives 0.90 for sodium, 1.08 for copper and 1.33 for aluminium, all well below the measured ratios. Sodium's entire entropy of fusion is less than $R$, so its vibrations would have to stiffen on melting and its resistivity would fall. Within this model, a configurational share as large as $R$ is therefore incompatible with the observed jumps. If nothing else is corrected, the central values leave room for a share $(1-f)\Delta S$ of only about $0.24R$ in sodium and aluminium and $0.08R$ in copper. Rounding of the inputs raises the upper limits to about $0.32R$ in sodium, $0.35R$ in aluminium and $0.20R$ in copper, and for copper it also allows no such share at all.

The moderate success of the estimate does not prove that melting is vibrational softening. In the scattering model used here, with independent displacements, disorder of the mean positions adds scattering that the estimate leaves out, whereas saturation and configurational entropy reduce the prediction. Such errors can offset one another, and a single resistivity ratio cannot separate them. The numerical output lists the values for each metal and the checks of the separate steps.

## Calculated quantities

```
gas constant R = 8.3145 J/(mol K)
coefficient 2/(3R) = 80.2 K mol/kJ
level sum at x = 0.5: entropy excess over classical = 0.0104 k_B
level sum at x = 0.5: relative u2 excess = 0.0207
oscillator softened by 1.3: u2 ratio = 1.6894, from entropy = 1.6894
diffuse scattering at q^2 u2 = 0.2535: sampled = 0.2254, formula = 0.2239
ring, all springs halved: entropy estimate = 1.999, true u2 ratio = 2.000
ring, neighbour springs halved: entropy estimate = 1.403, true u2 ratio = 1.291
ring, on-site springs halved: entropy estimate = 1.309, true u2 ratio = 1.491
communal entropy by counting = 1.0000 R
round solid-state value for saturation: w = 0.2
sodium: rough inputs L = 2.6 kJ/mol, T_m = 370 K, measured ratio = 1.5
  fusion entropy = 7.03 J/(mol K) = 0.845 R
  exponent = 0.563, omega_S/omega_L = 1.325
  predicted ratio = 1.76, input rounding gives 1.73 to 1.79
  predicted/measured = 1.17, ranges overlap: False
  vibrational fraction needed = 0.72
  ratio with saturation = 1.66
  ratio if R of the entropy is configurational = 0.90
copper: rough inputs L = 13 kJ/mol, T_m = 1400 K, measured ratio = 2.0
  fusion entropy = 9.29 J/(mol K) = 1.117 R
  exponent = 0.745, omega_S/omega_L = 1.451
  predicted ratio = 2.11, input rounding gives 2.00 to 2.23
  predicted/measured = 1.05, ranges overlap: True
  vibrational fraction needed = 0.93
  ratio with saturation = 1.95
  ratio if R of the entropy is configurational = 1.08
aluminium: rough inputs L = 11 kJ/mol, T_m = 930 K, measured ratio = 2.2
  fusion entropy = 11.83 J/(mol K) = 1.423 R
  exponent = 0.948, omega_S/omega_L = 1.607
  predicted ratio = 2.58, input rounding gives 2.46 to 2.71
  predicted/measured = 1.17, ranges overlap: False
  vibrational fraction needed = 0.83
  ratio with saturation = 2.31
  ratio if R of the entropy is configurational = 1.33
```
